Germanium L Valleys under Biaxial Strain on (001) and (111)

**Theorem**

Let a diamond-structure crystal have its conduction edge at the four L points, with an edge state that is non-degenerate apart from spin, as in germanium. Let nᵢ be the unit vector along the axis of valley i:

n₁ = (1, 1, 1)/√3, n₂ = (−1, 1, 1)/√3, n₃ = (1, −1, 1)/√3, n₄ = (1, 1, −1)/√3.

Since L and −L differ by a reciprocal lattice vector, nᵢ and −nᵢ denote the same valley.

(a) Under a homogeneous strain ε the edge of valley i shifts, to first order, by

ΔEᵢ = Ξ_d Tr ε + Ξ_u nᵢ·ε·nᵢ, (1)

with the same two constants Ξ_d and Ξ_u for all four valleys.

(b) Biaxial strain on (001) shifts the four valleys equally. This degeneracy is not limited to first order: it holds at any strain for which the crystal keeps its twofold axes along x, y and z.

(c) Biaxial strain ε∥ on (111), with a free surface, separates the [111] valley from the other three. To first order

E[111] − E[other] = (8/9) Ξ_u (ε⊥ − ε∥) = −(8/3) Ξ_u K ε∥/(K + 4C₄₄), K = C₁₁ + 2C₁₂. (2)

This is non-zero whenever Ξ_u ≠ 0 and ε∥ ≠ 0.

Here ε∥ is the strain in the plane and ε⊥ the strain along its normal, with tension positive. The component ε_xy is the tensor shear, half the engineering shear. C₁₁, C₁₂ and C₄₄ are the cubic elastic constants.

The setting is a one-electron Hamiltonian in a uniform crystal. Confinement, disorder and strain gradients are excluded. Symmetry does not fix the value of Ξ_u, so Ξ_u ≠ 0 is a genuine assumption in (c). For germanium Ξ_u is positive and roughly 16 eV. The theorem compares the L valleys with one another and does not say that they remain the conduction edge. In germanium the Γ minimum lies only about 0.14 eV above L and drops below it under roughly 2% biaxial tension on (001), and the Δ valleys, about 0.2 eV above L, can also compete under strain.

**Lemma 1: the linear shift is a tensor contraction**

For each valley there is a symmetric tensor Dⁱ such that ΔEᵢ = Σ_ab Dⁱ_ab ε_ab to first order.

Proof. The strain carries a lattice point R to (1 + ε)R. Introduce undeformed coordinates r′ through r = (1 + ε)r′. Because ε is symmetric, the momentum becomes p = (1 + ε)⁻¹p′, and the kinetic energy is

p²/2m = p′·(1 + ε)⁻²·p′/2m = p′²/2m − p′·ε·p′/m + O(ε²).

The potential, written in r′, has the period of the unstrained lattice. It too is expanded to first order in ε. The two sublattices may also move relative to each other, but this internal displacement is itself linear in ε and is included in the expansion. Hence

H(ε) = H₀ + Σ_ab ε_ab W_ab + O(ε²),

where every W_ab is lattice-periodic. A periodic operator conserves crystal momentum, so it does not couple inequivalent L points, and each valley can be treated alone. In real coordinates the valley sits at (1 + ε)⁻¹Lᵢ.

Without spin the edge state ψ is non-degenerate, and first-order perturbation theory gives Dⁱ_ab = ⟨ψ|W_ab|ψ⟩. With spin, the edge is the pair ψ, Tψ, where T is time reversal and T² = −1. Both states lie at L because −L is equivalent to L. Strain is unchanged by time reversal, so W commutes with T. Using ⟨Tφ|Tχ⟩ = ⟨χ|φ⟩,

⟨ψ|WTψ⟩ = ⟨TWTψ|Tψ⟩ = ⟨WT²ψ|Tψ⟩ = −⟨Wψ|Tψ⟩ = −⟨ψ|WTψ⟩,

so the off-diagonal element vanishes. The two diagonal elements are equal by the same rule. Strain therefore shifts the pair without splitting it. Since ε is symmetric, only the symmetric part of D matters. ∎

The shifted point is still a stationary point of the band. Any homogeneous strain leaves inversion about a bond centre intact, so E(k) = E(−k). With −L equivalent to L this gives E(L + q) = E(−L − q) = E(L − q), and the gradient at L vanishes. A minimum with positive curvatures remains a minimum for small enough strain. Equation (1) thus describes the valley bottom.

**Lemma 2: two constants suffice**

Dⁱ = Ξ_d 1 + Ξ_u nᵢnᵢᵀ.

Proof. Let R be a rotation of the unstrained crystal. Rotating both the strain and the valley changes no energy:

E_Rᵢ(RεRᵀ) = Eᵢ(ε), and hence D^(Ri) = R Dⁱ Rᵀ. (3)

Take valley 1 and the threefold rotation x → y → z → x, which leaves n₁ unchanged. Equation (3) then requires D to be unchanged by a cyclic exchange of its indices:

D_xx = D_yy = D_zz = α, D_xy = D_yz = D_zx = β.

The matrix n₁n₁ᵀ has every element equal to 1/3. A matrix with α on the diagonal and β elsewhere is therefore

D¹ = (α − β) 1 + 3β n₁n₁ᵀ,

which identifies Ξ_d = α − β and Ξ_u = 3β.

The twofold rotation about x takes (1, 1, 1) to (1, −1, −1), which is valley 2. The twofold rotations about y and z take valley 1 to valleys 3 and 4 in the same way. Applying (3) replaces n₁ by nᵢ and leaves the two constants unchanged. ∎

Inserting this tensor in Lemma 1 gives (1), which proves part (a).

The zero of energy needs a convention, because the average potential of an infinite crystal is arbitrary. A change of convention that respects cubic symmetry adds a multiple of Tr ε to every valley. It alters Ξ_d but not Ξ_u, so differences between valleys are free of this ambiguity.

**Lemma 3: shears split the valleys**

Write nᵢ = (s_x, s_y, s_z)/√3 with each s = ±1. Since s² = 1,

nᵢ·ε·nᵢ = (1/3) Σ_ab s_a s_b ε_ab = (1/3) Tr ε + (2/3)(s_x s_y ε_xy + s_y s_z ε_yz + s_z s_x ε_zx). (4)

For the four valleys the bracket equals

valley 1: ε_xy + ε_yz + ε_zx
valley 2: −ε_xy + ε_yz − ε_zx
valley 3: −ε_xy − ε_yz + ε_zx
valley 4: ε_xy − ε_yz − ε_zx.

These sum to zero, so the mean shift is (Ξ_d + Ξ_u/3) Tr ε for any strain. Subtracting the other valleys from valley 1 gives

ΔE₁ − ΔE₂ = (4/3) Ξ_u (ε_xy + ε_zx),
ΔE₁ − ΔE₃ = (4/3) Ξ_u (ε_xy + ε_yz),
ΔE₁ − ΔE₄ = (4/3) Ξ_u (ε_yz + ε_zx).

If Ξ_u ≠ 0 and all three differences vanish, the first two give ε_zx = ε_yz = −ε_xy, and the third then gives ε_yz = ε_zx = 0. All shears are zero. To first order, then, the valleys stay degenerate if and only if the strain is diagonal in the cubic axes. ∎

**Lemma 4: the strain of a biaxially loaded layer**

Let m be the unit normal of the surface. The in-plane strain is fixed at ε∥, and no force acts on the free surface, so σ·m = 0. For m along [001] or [111],

ε = ε∥ 1 + (ε⊥ − ε∥) mmᵀ. (5)

Proof. With the in-plane part fixed, the remaining freedom is a vector c:

ε = ε∥(1 − mmᵀ) + (mcᵀ + cmᵀ)/2.

The condition σ·m = 0 states that the elastic energy is stationary with respect to c. In a stable crystal this energy is a strictly convex quadratic function of c, so the solution is unique. The crystal has a rotation axis along m, fourfold for the elastic tensor on (001) and threefold on (111). A unique solution must be unchanged by that rotation, which rules out any component of c in the plane. Hence c = ε⊥m, and (5) follows. ∎

For (001) the strain is diagonal, with ε_xx = ε_yy = ε∥ and ε_zz = ε⊥. The free-surface condition is

σ_zz = C₁₁ε⊥ + 2C₁₂ε∥ = 0, so ε⊥ = −(2C₁₂/C₁₁) ε∥. (6)

For (111) put Δ = ε⊥ − ε∥. All elements of mmᵀ are 1/3, so each diagonal strain is ε∥ + Δ/3 and each shear is Δ/3. The stresses are

σ_xx = (C₁₁ + 2C₁₂)(ε∥ + Δ/3) = K(ε∥ + Δ/3),
σ_xy = 2C₄₄ Δ/3,

and likewise for the other components. Each component of σ·m is (σ_xx + 2σ_xy)/√3. Setting it to zero gives

Kε∥ + (K + 4C₄₄)Δ/3 = 0, so Δ = −3Kε∥/(K + 4C₄₄). (7)

Adding ε∥ gives

ε⊥ = ε∥ + Δ = −2(K − 2C₄₄) ε∥/(K + 4C₄₄).

Elastic stability requires K > 0, from uniform dilatation, and C₄₄ > 0, from shear. Therefore Δ ≠ 0 whenever ε∥ ≠ 0.

**Proof of part (b)**

On (001) all shears in the cubic axes vanish. By (4), nᵢ·ε·nᵢ = Tr ε/3 for every valley, and

ΔEᵢ = (Ξ_d + Ξ_u/3)(2ε∥ + ε⊥), i = 1, 2, 3, 4. (8)

Geometrically, all four axes make the same angle with [001], so the layer normal cannot distinguish them.

For larger strain, consider a twofold rotation R about x, y or z through an atom. It is a symmetry of the unstrained crystal, and RεRᵀ = ε because ε is diagonal. Thus R(1 + ε) = (1 + ε)R, and R maps the strained lattice onto itself. It also maps each sublattice onto itself. A relative displacement of the sublattices that is unchanged by all three rotations must be zero, so the basis respects the symmetry as well. The three rotations take valley 1 to valleys 2, 3 and 4. Their energies are therefore equal without any expansion in ε. ∎

The argument used only that ε is diagonal. Unequal strains along [100] and [010] therefore preserve the degeneracy too. It can fail if the atoms relax into a structure of lower symmetry, or if the layer carries a shear such as ε_xy. A pure ε_xy puts valleys 1 and 4 together and valleys 2 and 3 together, separated by (4/3)Ξ_u ε_xy.

**Proof of part (c)**

On (111), m = n₁. From (5),

nᵢ·ε·nᵢ = ε∥ + Δ (nᵢ·m)².

For valley 1, n₁·m = 1. For valley 2, n₂·m = (−1 + 1 + 1)/3 = 1/3, and valleys 3 and 4 give the same value. The squares are 1 and 1/9, so

ΔE[111] = Ξ_d Tr ε + Ξ_u (ε∥ + Δ),
ΔE[other] = Ξ_d Tr ε + Ξ_u (ε∥ + Δ/9). (9)

The difference is (8/9)Ξ_uΔ. Inserting (7) gives (8/9)(−3) = −8/3 and hence (2). ∎

The threefold axis along [111] survives the strain and permutes the other three valleys, so these remain degenerate beyond first order while that symmetry holds. Relative to the mean of the four, the single valley moves by (2/3)Ξ_uΔ and each of the three by −(2/9)Ξ_uΔ.

For Ξ_u > 0, tension on (111) makes Δ negative and lowers the [111] valley relative to the other three. Compression raises it relative to them, so the other three are then the lowest of the four L valleys.

**Remark 1: two elastic limits**

At fixed ε∥, if K ≫ C₄₄ the layer resists volume change. Then Δ → −3ε∥, Tr ε = 3ε∥ + Δ → 0, and the splitting tends to −(8/3)Ξ_u ε∥. The mean shift disappears while the splitting takes its largest magnitude.

If instead C₄₄ ≫ K, the layer resists shear. Then Δ ≈ −(3K/4C₄₄)ε∥ → 0, the strain becomes a uniform dilatation, and the splitting vanishes as −(2/3)Ξ_u(K/C₄₄)ε∥.

**Remark 2: the (110) surface**

For m = (1, 1, 0)/√2, try (5) again. It gives ε_xx = ε_yy = ε∥ + Δ/2, ε_zz = ε∥ and ε_xy = Δ/2. The z component of σ·m vanishes, and the other two vanish if σ_xx + σ_xy = 0:

C₁₁(ε∥ + Δ/2) + C₁₂(2ε∥ + Δ/2) + C₄₄Δ = 0,
Δ = −2Kε∥/(C₁₁ + C₁₂ + 2C₄₄).

By the uniqueness shown in Lemma 4 this is the solution. Now (nᵢ·m)² is 2/3 for valleys 1 and 4 and zero for valleys 2 and 3. The valleys split 2+2, by (2/3)Ξ_uΔ.

**Worked example: a model diamond crystal**

The example takes round parameters and is not a prediction for germanium. The lattice constant is a = 0.56 nm, and C₁₁, C₁₂ and C₄₄ are 130, 50 and 70 GPa, so K = 230 GPa. The bands come from a spinless plane-wave Hamiltonian with the local atomic form factor

v(q²) = 0.05 Ry × (q² − 7.6)/(exp[0.6(q² − 10)] + 1),

where q is in units of 2π/a and v(0) is set to zero. Form factors scale inversely with the cell volume under strain. Beyond the homogeneous strain, the atom at (a/4)(1, 1, 1) is displaced relative to the atom at the origin by −ζ(a/2)(ε_yz, ε_zx, ε_xy), with ζ = 0.5.

The L edge is separated from its neighbouring levels by 2.19 eV below and 3.10 eV above. Its effective masses, 1.43 along the valley axis and 0.095 across it in electron masses, are both positive, so it is a local minimum. It is not the lowest one in this model: unlike in germanium, the conduction band has a minimum roughly 0.12 eV lower, near (0.84, 0, 0) in units of 2π/a. The example therefore illustrates how the L valleys shift, not which valleys the electrons occupy. The shift law still applies, because its derivation needs only a non-degenerate state at L, not that L be the lowest minimum. The numbers below use the 90 plane waves with |k + G|² < 20 in units of (2π/a)². A converged basis moves Ξ_d, Ξ_u and Ξ_d + Ξ_u/3 by about 0.01 eV (to −16.001, 16.201 and −10.601 eV) and the shifts at 1% strain by a few tenths of a meV at most. Finite differences of the computed energies give

Ξ_d = −16.008 eV, Ξ_u = 16.189 eV, Ξ_d + Ξ_u/3 = −10.612 eV.

These two constants were read from the [111] valley alone. They reproduce every component of the deformation tensors of all four valleys to about 10⁻⁹ eV, which tests Lemma 2.

For 1% tension on (001), equation (6) gives ε⊥ = −(100/130) × 1% = −0.769%. The trace is 2 − 0.769 = 1.231%, and the common shift is

−10.612 eV × 0.01231 = −131 meV.

Full diagonalization gives −136 meV for each valley. Under 1% compression the linear value is +131 meV and the full one +125 meV. Both full values lie 5 to 6 meV below the linear ones, as expected of a term mainly quadratic in strain. This correction is the same for all valleys. Even at 3% strain of either sign the four computed energies agree to within 10⁻¹² eV.

For 1% tension on (111), ε⊥ = −2(230 − 140)/(230 + 280) × 1% = −0.353%, and Δ = −1.353%. The trace is 1.647%. Equation (9) gives

ΔE[111] = −16.008 × 0.01647 + 16.189 × (−0.00353) = −0.321 eV,
ΔE[other] = −16.008 × 0.01647 + 16.189 × 0.00850 = −0.126 eV.

The splitting follows directly as

(8/9) × 16.189 eV × (−0.01353) = −195 meV.

Full diagonalization gives −193 meV in tension and +196 meV in compression. Each differs from the linear magnitude by about 1% of that magnitude. In this model, 1% tension therefore places the single [111] valley nearly 0.2 eV below the other three L valleys.

The internal displacement matters for this splitting. With ζ = 0, Ξ_u falls to 13.532 eV in this basis (13.49 eV when converged), 16 to 17% below its value at ζ = 0.5, and the linear splitting falls in proportion. The linear (001) shift is unaffected, because the displacement is produced by shears and (001) strain has none.

The numerical output below lists the individual valley shifts for both surfaces and both signs of strain.

Numbers as computed

```
Model lattice constant: 0.56 nm; zeta = 0.5
Form factor slope 0.05 Ry, zero 7.6, decay 0.6, edge 10.0 (q^2 units)
Plane waves per valley: 90
C11, C12, C44: 130, 50, 70 GPa; K = 230 GPa
L edge: gap to level below 2.189 eV, above 3.099 eV
Mass along axis 1.430, across 0.095 (electron masses)
Xi_d = -16.008 eV (average potential as zero)
Xi_u = 16.189 eV
Xi_u without internal displacement = 13.532 eV
Xi_d + Xi_u/3 = -10.612 eV
Largest tensor-component error, four valleys: 1.2e-09 eV
e_perp/e_par: (001) -0.7692, (111) -0.3529
Shear eps_xy = 0.001: pair splitting 21.584 meV, formula 21.585 meV
Spread at 3% strain: (001) all four 1.8e-13 eV, (111) other three 2.7e-13 eV
(001) e_par = +1.0 %, e_perp = -0.7692 %, trace = +1.2308 %
  eps_xx = +1.0000 %, eps_zz = -0.7692 %, eps_xy = +0.0000 %
  [111] shift: linear -130.61 meV, full -135.99 meV
  [-111] shift: linear -130.61 meV, full -135.99 meV
  [1-11] shift: linear -130.61 meV, full -135.99 meV
  [11-1] shift: linear -130.61 meV, full -135.99 meV
  E[111]-E[-111]: linear +0.00 meV, full +0.00 meV
(001) e_par = -1.0 %, e_perp = +0.7692 %, trace = -1.2308 %
  eps_xx = -1.0000 %, eps_zz = +0.7692 %, eps_xy = +0.0000 %
  [111] shift: linear +130.61 meV, full +124.80 meV
  [-111] shift: linear +130.61 meV, full +124.80 meV
  [1-11] shift: linear +130.61 meV, full +124.80 meV
  [11-1] shift: linear +130.61 meV, full +124.80 meV
  E[111]-E[-111]: linear +0.00 meV, full +0.00 meV
(111) e_par = +1.0 %, e_perp = -0.3529 %, trace = +1.6471 %
  eps_xx = +0.5490 %, eps_zz = +0.5490 %, eps_xy = -0.4510 %
  [111] shift: linear -320.80 meV, full -318.77 meV
  [-111] shift: linear -126.12 meV, full -126.12 meV
  [1-11] shift: linear -126.12 meV, full -126.12 meV
  [11-1] shift: linear -126.12 meV, full -126.12 meV
  E[111]-E[-111]: linear -194.69 meV, full -192.64 meV
(111) e_par = -1.0 %, e_perp = +0.3529 %, trace = -1.6471 %
  eps_xx = -0.5490 %, eps_zz = -0.5490 %, eps_xy = +0.4510 %
  [111] shift: linear +320.80 meV, full +322.51 meV
  [-111] shift: linear +126.12 meV, full +126.21 meV
  [1-11] shift: linear +126.12 meV, full +126.21 meV
  [11-1] shift: linear +126.12 meV, full +126.21 meV
  E[111]-E[-111]: linear +194.69 meV, full +196.30 meV
```
